# Skin depth of a 3 MHz field in molten silicon

**Question**

I am working on an exercise about floating-zone growth of silicon. An induction coil at 3 MHz heats the melt, whose electrical conductivity is \(1.2\times10^{6}\) S/m, and I have to find the skin depth. I remembered that it is "the square root of two over frequency times permeability times conductivity", and I got 0.66 mm. A friend says this is too large but cannot say why. I can't derive the formula myself, so I can't tell which of us is right. What is the correct value, what does it mean physically, and can I trust a flat-surface formula for a real molten zone?

**Answer**

Your friend is right. The formula contains the angular frequency \(\omega=2\pi f\), and you inserted \(f\). This makes your depth too large by a factor \(\sqrt{2\pi}\approx2.5\). The derivation shows where \(\omega\) comes from.

**The equation for the field**

Take a flat melt surface at \(x=0\), with \(x\) increasing into the melt. The magnetic field \(H(x,t)\) points along \(z\), parallel to the surface, and the induced electric field \(E(x,t)\) points along \(y\). Assume for now that the melt is at rest, is much deeper than the skin depth, and has uniform conductivity \(\sigma\) and the permeability of vacuum, \(\mu_0\). With displacement current neglected, the \(y\) component of Ampère's law and the \(z\) component of Faraday's law are

\[
J=-\frac{\partial H}{\partial x},\qquad
\frac{\partial E}{\partial x}=-\mu_0\frac{\partial H}{\partial t}.
\]

Ohm's law \(J=\sigma E\) turns the first into \(E=-(1/\sigma)\,\partial H/\partial x\). Putting this into the second and multiplying by \(-\sigma\) gives

\[
\frac{\partial^2H}{\partial x^2}=\mu_0\sigma\frac{\partial H}{\partial t}.
\]

This is a diffusion equation: the field soaks into the metal, and the alternating drive reverses it before it gets far.

**The solution**

Let the surface field be \(H_0\cos\omega t\), with \(H_0\) the peak value. Try \(H=\mathrm{Re}\,[H_0e^{-kx+i\omega t}]\). Two derivatives in \(x\) give \(k^2\), and one in \(t\) gives \(i\omega\), so

\[
k^2=i\omega\mu_0\sigma .
\]

The time derivative is what brings in \(\omega\) rather than \(f\). Because \((1+i)^2=2i\), we have \(\sqrt{i}=\pm(1+i)/\sqrt2\). The minus sign would give a field growing with depth, which a deep melt heated from its surface excludes. Hence

\[
k=(1+i)\sqrt{\frac{\omega\mu_0\sigma}{2}}=\frac{1+i}{\delta},\qquad
\delta=\sqrt{\frac{2}{\omega\mu_0\sigma}},
\]

\[
H(x,t)=H_0e^{-x/\delta}\cos\!\left(\omega t-\frac{x}{\delta}\right).
\]

At depth \(\delta\) the amplitude has fallen to \(1/e\), about 37% of its surface value, and the oscillation lags the surface by one radian. The field does not stop there.

**The number**

\[
\omega=2\pi\times3.0\times10^{6}\ \mathrm{s^{-1}}=1.885\times10^{7}\ \mathrm{s^{-1}},
\]

\[
\omega\mu_0\sigma=(1.885\times10^{7})(1.2566\times10^{-6})(1.2\times10^{6})
=2.842\times10^{7}\ \mathrm{m^{-2}}.
\]

The units work out because H/m is V s/(A m) and S/m is A/(V m); their product with s\(^{-1}\) is m\(^{-2}\). Then

\[
\delta=\sqrt{\frac{2}{2.842\times10^{7}}}\ \mathrm{m}
=\sqrt{7.036\times10^{-8}}\ \mathrm{m}=2.65\times10^{-4}\ \mathrm{m}\approx0.27\ \mathrm{mm}.
\]

The diffusion equation can also be solved step by step in time, without assuming the exponential form. I did this for a 2.2 mm layer starting with no field, using 440 cells and 400 time steps per period. In the 30th period, a fit over the first 0.8 mm gave 0.2652 mm from the decay of the amplitude and 0.2653 mm from the phase lag. The formula gives 0.2653 mm.

**Where the heat goes**

The complex current amplitude is \(-dH/dx=kH_0e^{-kx}\). Since \(|k|^2=2/\delta^2\), the time-averaged heating per volume is

\[
\frac{|J|^2}{2\sigma}=\frac{H_0^2}{\sigma\delta^2}\,e^{-2x/\delta}.
\]

The factor \(1/2\) is the average of a squared cosine. Heating goes as the square of the current, so it falls to \(1/e\) at \(\delta/2=0.13\) mm. Integrating over depth supplies a factor \(\delta/2\):

\[
P=\frac{H_0^2}{2\sigma\delta}.
\]

The share released between the surface and \(x=\delta\) is \(1-e^{-2}=0.865\). For a rough peak surface field of \(2\times10^4\) A/m,

\[
P=\frac{(2\times10^{4})^2}{2(1.2\times10^{6})(2.653\times10^{-4})}\ \mathrm{W/m^2}
=6.28\times10^{5}\ \mathrm{W/m^2},
\]

or about 63 W/cm².

**Can you trust the flat, deep, stationary model?**

The effects below are sized by returning to the step where each was dropped. The depth below means \(1/\mathrm{Re}\,k\), and changes are relative to \(\delta\).

*Displacement current and electron inertia.* Displacement current adds \(i\omega\varepsilon_0\) to \(\sigma\). A finite electron relaxation time \(\tau\) replaces \(\sigma\) by \(\sigma/(1+i\omega\tau)\approx\sigma(1-i\omega\tau)\). To first order,

\[
k\approx\frac{1+i}{\delta}\left[1+\frac{i}{2}\left(\frac{\omega\varepsilon_0}{\sigma}-\omega\tau\right)\right],
\]

so the depth changes by the fraction \(\tfrac12(\omega\varepsilon_0/\sigma-\omega\tau)\). A free-electron estimate with four electrons per atom, \(\tau=\sigma m_e/(ne^2)\), gives \(2.0\times10^{-16}\) s, where \(n\) is the electron density. The change is about \(-2\times10^{-9}\). The same estimate gives a mean free path near 0.4 nm, tiny compared with \(\delta\), which supports the use of a local Ohm's law.

*Curvature.* For a cylinder of radius \(R\) in an axial field, the equation becomes \(H''+H'/r=k^2H\). Write \(w=H'/H\), so that \(w'+w^2+w/r=k^2\). For \(r\gg\delta\), set \(w=k+w_1\) with \(w_1\) small. The terms of first order give \(2kw_1+k/r=0\), hence \(w_1=-1/(2r)\). The absorbed power is proportional to \(\mathrm{Re}\,w(R)\), so at fixed surface field it is multiplied by

\[
1-\frac{\delta}{2R}=1-\frac{0.265}{20}=0.987
\]

for a neck of radius 10 mm. The full Bessel-function solution also gives 0.987. This covers only curvature across the field direction. If the surface also curves along the field with radius \(R'\), as the profile of a real neck does, there is a further factor of the same order, \(1-\delta/(2R')\) for a concave profile and \(1+\delta/(2R')\) for a convex one, which is about 0.974 or 1.027 for \(R'=5\) mm. The expansion fails once \(R\) is comparable with \(\delta\): at \(R=\delta\) it gives 0.50, while the full solution gives 0.22.

*Uneven field along the surface.* If the field varies as \(\cos qz\), then \(k^2\) is replaced by \(k^2+q^2\), whose root is approximately \(k+q^2/(2k)\). Since \(1/k=\delta(1-i)/2\), the real part rises by \(q^2\delta/4\), and the depth changes by \(-q^2\delta^2/4\). With \(1/q=5\) mm this is \(-0.07\%\).

*Melt flow.* An inward speed \(v\) changes \(\partial_t\) to \(\partial_t+v\,\partial_x\), so \(k^2+\mu_0\sigma vk=i\omega\mu_0\sigma\). To first order \(k\) drops by \(\mu_0\sigma v/2\), and the depth grows by the fraction \(\mu_0\sigma v\delta/2\). Even for 0.1 m/s directed straight inward, which a real surface would not allow, this is \(2\times10^{-5}\).

*Conductivity.* Because \(\delta\propto\sigma^{-1/2}\), a value of \(\sigma\) 10% lower or higher gives 0.280 or 0.253 mm. This is why two digits are enough for the answer.

**The case that does need care: a thin melt film**

On the melting feed rod, the liquid can be a film no thicker than \(\delta\), lying on hot solid silicon. The solid conducts much less well; with a rough \(\sigma_s=5\times10^4\) S/m its own skin depth is 1.3 mm. The field then reaches through the film.

Let \(Z=E/H\) at the surface, in complex amplitudes. The inward energy flow is \(\tfrac12\mathrm{Re}(EH^*)\), so \(P=\tfrac12H_0^2\,\mathrm{Re}\,Z\). A deep melt has \(Z_l=k/\sigma\), which reproduces the power found above, and a deep solid has \(Z_s=k_s/\sigma_s\), with \(k_s^2=i\omega\mu_0\sigma_s\). In a film of thickness \(d\), the solution with \(E/H=Z_s\) at its lower face is

\[
H\propto\cosh k(d-x)+\frac{Z_s}{Z_l}\sinh k(d-x),
\]

\[
E=-\frac{1}{\sigma}\frac{dH}{dx}\propto Z_l\left[\sinh k(d-x)+\frac{Z_s}{Z_l}\cosh k(d-x)\right].
\]

Dividing the two at \(x=0\), then dividing top and bottom by \(\cosh kd\), gives

\[
Z=Z_l\,\frac{Z_s+Z_l\tanh kd}{Z_l+Z_s\tanh kd}.
\]

For \(d\gg\delta\) the hyperbolic tangent tends to 1 and \(Z\to Z_l\). For \(d\to0\), \(Z\to Z_s\), and the power is \(\sqrt{\sigma/\sigma_s}=\sqrt{24}\approx4.9\) times that of a deep melt with the same surface field.

Between these limits, again at fixed surface field, the total power absorbed by film and solid together is 2.07, 1.27 and 1.01 times the deep-melt power for films of 0.1, 0.2 and 0.3 mm. A direct numerical solution with the two conductivities in a 12 mm layer of 4800 cells gives the same ratios. With the 0.1 mm film, about a fifth of the heat is released in the solid below it.

The value 1.01 does not mean that the field has died out at 0.3 mm. For a thick film \(\tanh kd\approx1-2e^{-2kd}\), and expanding \(Z\) to first order in the small exponential gives

\[
\frac{P}{P_{\rm deep}}\approx1+2\rho\,e^{-2d/\delta}\left(\cos\frac{2d}{\delta}+\sin\frac{2d}{\delta}\right),\qquad
\rho=\frac{Z_s-Z_l}{Z_s+Z_l}\approx0.66 .
\]

The bracket vanishes at \(2d/\delta=3\pi/4\), or \(d\approx0.31\) mm. So the 0.3 mm film lies close to a thickness where the correction changes sign. At this order the ratio is 1.02, so the expansion is only a guide there.

**What this means for a real zone**

A few megahertz is a usual frequency for floating-zone silicon, and the given conductivity is typical of the melt. The surface field, neck radius, flow speed and solid conductivity used here are rough values. For a melt several millimetres deep, and away from its edges, the flat model is good: among the effects sized here, curvature changes the power by about 1% for a straight 10 mm neck and by a few percent where the profile bends over a few millimetres, and the uncertainty in \(\sigma\) matters more for the depth. Heating may then be treated as a surface source when only temperature differences over several millimetres matter, because nearly all the heat is released within a fraction of a millimetre. The assumption that breaks on the feed rod is that of a deep melt. There \(\delta=0.27\) mm is still the property of the liquid, but the total heating of film and solid at a given surface field can be twice the deep-melt value for a 0.1 mm film. The numerical output lists the values in more detail.

## Values computed for the example and the checks

```
INPUTS
frequency: 3.0 MHz
melt conductivity: 1.20e+06 S/m
magnetic constant mu0: 1.25664e-06 H/m
peak surface field (rough): 2.0e+04 A/m
neck radius (rough): 10.0 mm
lateral field scale (rough): 5.0 mm
flow speed (rough): 0.10 m/s
hot solid conductivity (rough): 5.0e+04 S/m
melt density (rough): 2530 kg/m^3
SKIN DEPTH
angular frequency: 1.8850e+07 rad/s
omega*mu0*sigma: 2.8424e+07 1/m^2
delta squared: 7.0362e-08 m^2
skin depth, formula: 0.2653 mm
skin depth, simulated decay: 0.2652 mm
skin depth, simulated phase lag: 0.2653 mm
wrong value if f replaces omega: 0.6649 mm
HEATING
absorbed power, formula: 62.83 W/cm^2
absorbed power, simulated: 62.83 W/cm^2
heat share within one delta, formula: 0.8647
heat share within one delta, simulated: 0.8647
1/e depth of heating: 0.1326 mm
NEGLECTED EFFECTS
displacement/conduction current: 1.39e-10
free-electron relaxation time: 1.96e-16 s
omega*tau: 3.70e-09
electron mean free path: 0.42 nm
mean free path / delta: 1.59e-06
depth change, relaxation + displacement: -1.78e-09
power ratio cylinder/flat, Bessel: 0.98669
power ratio cylinder/flat, estimate: 0.98674
depth change, lateral variation: -7.03e-04
depth change, inward flow: 2.00e-05
delta if sigma is 10% lower: 0.2796 mm
delta if sigma is 10% higher: 0.2529 mm
skin depth in hot solid: 1.299 mm
MELT FILM ON HOT SOLID, power relative to deep melt
film 0.1 mm: formula 2.066, finite volume 2.066
film 0.2 mm: formula 1.267, finite volume 1.267
film 0.3 mm: formula 1.008, finite volume 1.008
```
